# Second-order correlation energy and convergence radius of the Hubbard dimer

## 1. The decision at stake

Suppose a Kohn–Sham calculation takes its correlation energy from perturbation theory. One must then decide whether to stop at second order, add higher orders, or give up the expansion. The two-site Hubbard model with two electrons allows an analytic answer. Its second-order term is known at every density. For equal site occupations the whole series can be summed, and one sees beyond which repulsion the series no longer converges.

The expansion meant here is that of Görling and Levy. The repulsion is switched on while the density is held fixed, and its second-order term is called GL2.

## 2. Model and definitions

Two electrons of opposite spin occupy sites 1 and 2. The Hamiltonian is

$$\hat H=\hat T+\delta\,\hat N+U\hat D .$$

- $\hat T$ moves one electron between the sites with matrix element $-t$, where $t>0$.
- $\hat N=(\hat n_1-\hat n_2)/2$ is half the occupation difference.
- $\hat D$ counts the sites that hold both electrons, and $U$ is the repulsion on such a site.

The site potentials are $+\delta/2$ and $-\delta/2$, so their energy is $\delta(n_1-n_2)/2=\delta\rho$, with

$$\rho=\langle\hat N\rangle=\frac{n_1-n_2}{2},\qquad n_1=1+\rho,\qquad n_2=1-\rho .$$

We take $|\rho|<1$ and use the abbreviation $s=\sqrt{1-\rho^2}$.

**Each density has one potential.** Let $|ij\rangle$ mean spin up on site $i$ and spin down on site $j$. The off-diagonal elements of $\hat H$ are $-t$ or zero, and they link all four states. Replacing the amplitudes of a real ground state by their magnitudes cannot raise the energy, so the result is again a ground state. None of its amplitudes can vanish: the eigenvalue equation at a zero would force the neighbouring amplitudes to vanish too, and then all of them. Two independent ground states could be combined to give a zero amplitude, so the ground state is unique.

Second-order perturbation theory in a change of $\delta$ gives

$$\frac{d\rho}{d\delta}=2\sum_{m\neq0}\frac{|\langle m|\hat N|0\rangle|^2}{E_0-E_m}<0 .$$

The sum is not zero, because a state with weight on both $|11\rangle$ and $|22\rangle$ is not an eigenstate of $\hat N$. As $\delta$ runs from $-\infty$ to $+\infty$, $\rho$ falls from $1$ to $-1$. Each $\rho$ therefore belongs to one $\delta$. Since the slope is nonzero and the ground level is isolated, this $\delta$ is an analytic function of $U$ near every real $U$.

**Energies.** With $E$ the ground-state energy at that potential, define

$$F(\rho,U)=E-\delta\rho,\qquad T_s(\rho)=F(\rho,0),$$

$$E_c(\rho,U)=F(\rho,U)-T_s(\rho)-E_{Hx}(\rho,U).$$

Here $E_{Hx}$ is the expectation value of $U\hat D$ in the Kohn–Sham determinant, the ground state at $U=0$ with the given $\rho$.

## 3. The Kohn–Sham dimer

Both electrons occupy the orbital $\varphi_0=(a,b)$, with $a,b>0$ and $a^2+b^2=1$. Then $n_1=2a^2$ and $n_2=2b^2$, so $\rho=a^2-b^2$ and

$$a^2=\frac{1+\rho}{2},\qquad b^2=\frac{1-\rho}{2},\qquad 2ab=\sqrt{1-\rho^2}=s .$$

Let $\delta_s$ be the Kohn–Sham potential difference and $\varepsilon_0$ the orbital energy. The two rows of the orbital equation, divided by $a$ and by $b$, are

$$\frac{\delta_s}{2}-t\frac ba=\varepsilon_0,\qquad -t\frac ab-\frac{\delta_s}{2}=\varepsilon_0 .$$

Subtracting the second from the first gives the potential, and adding them gives the energy:

$$\delta_s=t\,\frac{b^2-a^2}{ab}=-\frac{2t\rho}{s},\qquad 2\varepsilon_0=-\frac{t(a^2+b^2)}{ab}=-\frac{2t}{s}.$$

The one-electron matrix has zero trace, so the other level is $\varepsilon_1=-\varepsilon_0=t/s$. Its orbital, orthogonal to $\varphi_0$, is $\varphi_1=(b,-a)$. The orbital gap is

$$\omega=\varepsilon_1-\varepsilon_0=\frac{2t}{s}.$$

Each electron has hopping energy $-2tab=-ts$. Both electrons are on site 1 with probability $a^4$ and on site 2 with probability $b^4$. Hence

$$T_s=-2ts,\qquad E_{Hx}=U(a^4+b^4)=\frac U4\left[(1+\rho)^2+(1-\rho)^2\right]=\frac{U(1+\rho^2)}{2}.$$

## 4. Expansion at fixed density

Replace $U$ by $\lambda U$, and let the potential follow so that $\rho$ stays put:

$$\delta(\lambda)=\delta_s+\lambda\delta_1+\lambda^2\delta_2+\dots$$

The Hamiltonian becomes

$$\hat H(\lambda)=\hat H_s+\lambda\hat W+\lambda^2\delta_2\hat N+\dots,\qquad \hat W=U\hat D+\delta_1\hat N .$$

Let $|0\rangle$ be the Kohn–Sham determinant and $|m\rangle$ the excited eigenstates of $\hat H_s$, with energies $E_m$. Through second order,

$$E=E_0+\lambda\langle0|\hat W|0\rangle+\lambda^2\left[\delta_2\rho+\sum_{m\ne0}\frac{|\langle m|\hat W|0\rangle|^2}{E_0-E_m}\right]+\dots$$

Now subtract $\delta(\lambda)\rho$. The zeroth order becomes $T_s$. In first order $\delta_1\rho$ cancels and $E_{Hx}$ remains. In second order $\delta_2\rho$ cancels, which leaves

$$E_{\rm GL2}=-\sum_{m\neq0}\frac{|\langle m|\hat W|0\rangle|^2}{E_m-E_0}.$$

Only the first-order potential $\delta_1$ is needed. Because $\lambda$ and $U$ enter $F$ as a product, this is also the $U^2$ term of $E_c$.

## 5. Single excitations drop out

Write the spin-up orbital first. The excited states are

$$|S\rangle=\frac{\varphi_0\varphi_1+\varphi_1\varphi_0}{\sqrt2},\qquad |T\rangle=\frac{\varphi_0\varphi_1-\varphi_1\varphi_0}{\sqrt2},\qquad |X\rangle=\varphi_1\varphi_1 .$$

The determinant $|0\rangle=\varphi_0\varphi_0$ is even under exchange of the two orbital factors, and so is $\hat W$. The triplet $|T\rangle$ is odd and does not couple.

For one electron, $\hat n_1-\hat n_2$ has the matrix element

$$(b)(a)-(-a)(b)=2ab=s$$

between $\varphi_1$ and $\varphi_0$. The operator $\hat N$ carries a factor $1/2$, and either electron can be excited, so

$$\langle S|\hat N|0\rangle=\frac{1}{\sqrt2}\left(\frac s2+\frac s2\right)=\frac{s}{\sqrt2}.$$

For the repulsion, each of the two terms in $|S\rangle$ contributes

$$\sum_i\varphi_1(i)\varphi_0(i)^3=ba^3-ab^3=ab(a^2-b^2)=\frac{s\rho}{2},$$

and therefore $\langle S|\hat D|0\rangle=s\rho/\sqrt2$. Together,

$$\langle S|\hat W|0\rangle=\frac{s}{\sqrt2}\,(U\rho+\delta_1).$$

The density condition fixes $\delta_1$. The first-order change of $\rho$ is

$$2\sum_{m\ne0}\frac{\langle0|\hat N|m\rangle\langle m|\hat W|0\rangle}{E_0-E_m}=0 .$$

The one-body operator $\hat N$ changes one orbital at a time, so $\langle0|\hat N|X\rangle=0$. Only $|S\rangle$ is left in the sum. Since $\langle0|\hat N|S\rangle\neq0$, we need $\langle S|\hat W|0\rangle=0$, that is

$$\delta_1=-U\rho .$$

This is $-\partial E_{Hx}/\partial\rho$. If site 1 is the fuller one, repulsion pushes charge away from it, and its potential must be lowered to keep the charge there. The same condition removes the single excitation from $E_{\rm GL2}$. The argument uses the fact that $|S\rangle$ is the only state that $\hat N$ couples to $|0\rangle$, so the one density condition fixes its coupling. It is a result for this two-electron model and does not show that single excitations vanish in systems with more electrons.

## 6. The double excitation gives GL2

The potential part of $\hat W$ does not couple $|0\rangle$ to $|X\rangle$. The repulsion does:

$$\langle X|\hat W|0\rangle=U\sum_i\varphi_1(i)^2\varphi_0(i)^2=2Ua^2b^2=\frac{Us^2}{2}.$$

Raising both electrons costs $2\omega=4t/s$. Therefore

$$E_{\rm GL2}=-\left(\frac{Us^2}{2}\right)^2\frac{s}{4t}=-\frac{U^2s^5}{16t},$$

$$\boxed{E_{\rm GL2}=-\frac{U^2(1-\rho^2)^{5/2}}{16\,t}}$$

Four of the five powers of $s$ come from the squared coupling and one from the gap. As $|\rho|\to1$ the two orbitals separate onto different sites, so their densities overlap less, while the gap grows. Both effects reduce the second-order energy. It is largest in magnitude at $\rho=0$, where it equals $-U^2/(16t)$.

If $t\to0$ at fixed $U$ and $\rho$, the formula diverges. The gap closes and second-order theory loses its small parameter.

## 7. The sign of the next term

The third order follows from the variational principle. With $|S\rangle$ absent, the first-order state is $|0\rangle+\lambda c|X\rangle$, where

$$c=-\frac{Us^2/2}{4t/s}=-\frac{Us^3}{8t}.$$

The error of this state is of order $\lambda^2$, so the error of its energy is of order $\lambda^4$. Its energy, less that of $|0\rangle$, is

$$\frac{2\lambda c\,(\lambda Us^2/2)+\lambda^2c^2\Delta}{1+\lambda^2c^2},\qquad \Delta=\langle X|\hat H(\lambda)|X\rangle-\langle0|\hat H(\lambda)|0\rangle .$$

Since $\langle0|\hat H(\lambda)|0\rangle-\delta(\lambda)\rho=T_s+\lambda E_{Hx}$ at every order of $\delta(\lambda)$, this difference is $E_c$ through order $\lambda^3$. The off-diagonal element is exactly $\lambda Us^2/2$, because $\hat N$ does not couple $|0\rangle$ to $|X\rangle$. Both states have the same repulsion, $U(a^4+b^4)$. Their occupation differences are opposite: $\langle\hat N\rangle$ is $-\rho$ in $|X\rangle$ and $\rho$ in $|0\rangle$. The potential term $\lambda\delta_1\hat N$ thus adds $-2\lambda\delta_1\rho=2\lambda U\rho^2$, and

$$\Delta=\frac{4t}{s}+2\lambda U\rho^2+O(\lambda^2).$$

The $\lambda^2$ terms reproduce GL2:

$$cUs^2+c^2\frac{4t}{s}=-\frac{U^2s^5}{8t}+\frac{U^2s^5}{16t}=-\frac{U^2s^5}{16t}.$$

The $\lambda^3$ term is

$$E_{\rm GL3}=2U\rho^2c^2=\frac{U^3\rho^2(1-\rho^2)^3}{32t^2},\qquad \frac{E_{\rm GL3}}{E_{\rm GL2}}=-\frac{U}{2t}\,\rho^2\sqrt{1-\rho^2}.$$

For $U>0$ and $\rho\ne0$ it is positive. At small $U$, GL2 alone therefore makes the correlation energy too negative. At $\rho=0$ the third order vanishes.

## 8. An asymmetric example

Take $U=t$ and $\rho=0.6$, so $n_1=1.6$, $n_2=0.4$ and $s=0.8$. These are round model parameters.

- Potential: $\delta_s=-2(0.6)t/0.8=-1.5\,t$.
- Orbital gap: $\omega=2t/0.8=2.5\,t$, so the double excitation costs $5.0\,t$.
- Reference energies: $T_s=-2(0.8)t=-1.6\,t$ and $E_{Hx}=(1+0.36)t/2=0.68\,t$.
- First-order potential: $\delta_1=-0.6\,t$.
- Coupling to the double excitation: $0.64\,t/2=0.32\,t$.

The second-order energy is

$$E_{\rm GL2}=-\frac{(0.32\,t)^2}{5.0\,t}=-0.02048\,t .$$

For comparison, the full $E_c$ was found numerically. The four-state Hamiltonian was diagonalized, and a root search adjusted $\delta$ until the ground state had $\rho=0.6$. This gave $\delta=-2.187\,t$, against $\delta_s+\delta_1=-2.1\,t$ through first order. The energy is $E_c=-0.01756\,t$, so GL2 is 17% too large in magnitude, relative to the full value.

The same procedure at $U=t$ for other densities gives:

| $\rho$ | GL2 / $t$ | full $E_c$ / $t$ |
|---|---|---|
| 0.0 | −0.0625 | −0.0616 |
| 0.3 | −0.0494 | −0.0463 |
| 0.6 | −0.0205 | −0.0176 |
| 0.9 | −0.00098 | −0.00083 |

Both energies shrink with asymmetry. GL2 is too negative in every row, and by a larger fraction in the asymmetric rows than at $\rho=0$. At $\rho=0$ the third order vanishes, and the small overshoot comes from the fourth-order term of Section 10, $+U^4/(1024t^3)=+0.00098\,t$. In the asymmetric rows the positive third-order term is the largest part of the overshoot, and the remaining orders need not keep the sign they have at $\rho=0$: at $\rho=0.9$ second plus third order gives $-0.00081\,t$, slightly above the full value. The third order alone nearly closes the gap in the worked example. At $\rho=0.6$ it is $0.36\,(0.64)^3t/32=0.00295\,t$, which brings GL2 to $-0.01753\,t$, close to the full $-0.01756\,t$. A small correlation energy is thus no guarantee of a small relative error.

## 9. The symmetric dimer in closed form

At $\rho=0$ the two sites are equivalent. With $\delta=0$ the unique ground state must respect the exchange of sites, which gives $\rho=0$ for every real $U$. No potential has to be adjusted, and $F=E$.

Now $a=b=1/\sqrt2$ and $s=1$. Exchange of sites leaves $\varphi_0$ unchanged and reverses $\varphi_1$. The states $|0\rangle$ and $|X\rangle$ are even, while $|S\rangle$ and $|T\rangle$ are odd. In the basis $|0\rangle,|X\rangle$ the Hamiltonian is

$$\begin{pmatrix}-2t+U/2&U/2\\U/2&2t+U/2\end{pmatrix},\qquad E_\pm=\frac U2\pm\sqrt{4t^2+\frac{U^2}{4}} .$$

The odd levels lie at $U$ (for $|S\rangle$, in which both electrons share a site) and at $0$ (for $|T\rangle$, in which they never do). Since the square root exceeds $|U|/2$, $E_-$ is below both and is the ground-state energy. Subtracting $T_s=-2t$ and $E_{Hx}=U/2$ gives

$$E_c=2t-\sqrt{4t^2+\frac{U^2}{4}}=2t\left[1-\sqrt{1+x^2}\right],\qquad x=\frac{U}{4t}.$$

## 10. The radius of convergence

The binomial series of the square root gives

$$E_c=-2t\sum_{k=1}^{\infty}\binom{1/2}{k}x^{2k}=-\frac{U^2}{16t}+\frac{U^4}{1024\,t^3}-\dots$$

The first term is GL2 at $\rho=0$. Let $c_k$ be the magnitude of the binomial coefficient. Then

$$\frac{c_{k+1}}{c_k}=\frac{k-1/2}{k+1}\to1 ,$$

so the ratio of successive terms tends to $|x|^2$. The series converges for $|x|<1$ and diverges for $|x|>1$:

$$\boxed{\text{convergence radius at }\rho=0:\quad |U|=4t}$$

On the circle $|x|=1$ the ratio test is silent, but the same recursion decides the matter. It gives

$$kc_k-(k+1)c_{k+1}=kc_k-\left(k-\tfrac12\right)c_k=\tfrac12c_k .$$

Summing from $k=1$, the left side telescopes and cannot exceed $c_1=1/2$. Hence $\sum_kc_k\le1$, and the series converges absolutely on the circle as well.

**Where the limit comes from.** The square root is singular at $x=\pm i$, that is at $U=\pm4it$. There $E_+$ and $E_-$ meet. At $U=4it$ both equal $2it$, and the matrix minus this energy is

$$\begin{pmatrix}-2t&2it\\2it&2t\end{pmatrix}.$$

It is not zero, but its square is. It therefore has a single eigenvector, proportional to $(i,1)$: the two states have merged along with their energies. A power series about $U=0$ cannot reach past this distance in any direction.

For real $U$ the two levels stay at least $4t$ apart, and $E_c$ is smooth at $U=4t$. The dimer undergoes no transition there. The radius is a property of the expansion.

## 11. What higher orders do

The partial sums of the series at $\rho=0$, by highest power of $U$ kept, are (energies in $t$):

| $U/t$ | order 2 | order 20 | order 60 | full $E_c$ |
|---|---|---|---|---|
| 2 | −0.250 | −0.2361 | −0.2361 | −0.2361 |
| 4 | −1.00 | −0.820 | −0.827 | −0.828 |
| 6 | −2.25 | 39 | $8.7\times10^7$ | −1.606 |

Inside the radius the higher orders repair GL2. On the circle they still do so, but slowly. Outside, at $U=6t$, order 20 has the wrong sign and order 60 is useless.

The error of GL2 itself grows gradually. Multiplying numerator and denominator by $\sqrt{1+x^2}+1$ gives

$$\frac{E_{\rm GL2}}{E_c}=\frac{x^2}{2\left(\sqrt{1+x^2}-1\right)}=\frac{\sqrt{1+x^2}+1}{2}.$$

Relative to the full $E_c$, GL2 is too large in magnitude by 6%, 21% and 40% at $U=2t$, $4t$ and $6t$. Nothing abrupt happens to it at the radius. For $U\gg t$, however, $E_c$ approaches $2t-U/2$, linear in $U$, while GL2 grows as $U^2$.

For the symmetric dimer the decision is now clear. Up to $U=4t$, adding enough orders brings the sum as close to $E_c$ as desired. Beyond it the series diverges. Not far beyond the radius a low order can still reduce the error: at $U=6t$ the $U^4$ term moves the sum from $-2.25\,t$ to $-0.98\,t$, an error of $0.62\,t$ instead of $0.64\,t$, but the $U^6$ term raises the error to $0.80\,t$. At $U=8t$ the $U^4$ term already raises it, from $1.53\,t$ to $2.47\,t$. The terms eventually grow, however, so higher accuracy needs another method, such as diagonalization or a resummation. The radius $4t$ has been derived for $\rho=0$ and should not be carried over to $\rho\neq0$, where the potential itself changes with $U$. The GL2 formula holds for all $|\rho|<1$.
